# Residual Thresholds for Energies and Densities in Configuration Interaction

## Question

An iterative configuration-interaction (CI) solver is normally stopped before it reaches an exact eigenvector of its matrix, once the residual of the current vector is small. How large are the errors left in the energy, in the electron density and in other properties, how do they scale with the residual, and how small must the residual be to guarantee a chosen accuracy?

## Answer

### What the solver knows

Let $H$ be the Hermitian CI matrix in an orthonormal basis of determinants. The algebra is in atomic units. The current vector $c$ is normalized, $c^\dagger c=1$, and defines

$$
\rho=c^\dagger Hc,\qquad r=(H-\rho)c .
$$

The number $\rho$ is the current energy. The residual $r$ vanishes only if $c$ is an eigenvector. Since $c$ has no dimension, the norm $|r|$ is an energy.

Write $Hv_k=E_kv_k$ with orthonormal $v_k$ and $E_0<E_1\le E_2\le\dots$, and expand $c=\sum_k c_kv_k$. If the solver keeps its vectors in one symmetry sector, only the levels of that sector are counted. The target is $v_0$. I assume that the current energy already lies below the next level,

$$
g=E_1-\rho>0 .
$$

This condition is needed. If $c$ were the excited eigenvector $v_1$, the residual would be zero although the energy was wrong by $E_1-E_0$. A small residual says only that some eigenvalue lies within $|r|$ of $\rho$. If $\rho<E_1$ and also $|r|<g$, that eigenvalue must be $E_0$, because all other levels are at least $g$ away.

All errors below are relative to the exact eigenvector of this matrix. Errors from the orbital basis, or from determinants left out of the CI space, do not appear in $r$.

### The energy error is quadratic

No level lies between $E_0$ and $E_1$, so $(E_k-E_0)(E_k-E_1)\ge0$ for every $k$: the product is zero for $k=0$ and $k=1$, and neither factor is negative for higher levels. Multiplying by $|c_k|^2$ and summing gives

$$
c^\dagger(H-E_0)(H-E_1)c\ge0 .
$$

To bring in the residual, write $H-E_j=(H-\rho)+(\rho-E_j)$ in both factors. The product has three kinds of terms. The first is $c^\dagger(H-\rho)^2c=|r|^2$. The terms linear in $H-\rho$ vanish, because $c^\dagger(H-\rho)c=\rho-\rho=0$. The constant term remains:

$$
|r|^2+(\rho-E_0)(\rho-E_1)\ge0 .
$$

Since $\rho-E_1=-g$, this reads $|r|^2\ge g(\rho-E_0)$. Moreover $\rho=\sum_k|c_k|^2E_k\ge E_0$. Therefore

$$
0\le\rho-E_0\le\frac{|r|^2}{g}.
$$

If $c$ contains only $v_0$ and $v_1$, every term of the original sum is zero and the upper bound is an equality. The numerical factor therefore cannot be reduced in general.

### The vector error is linear

Choose the phase of $v_0$ so that $c_0=v_0^\dagger c=\cos\theta\ge0$. Then

$$
c=\cos\theta\,v_0+\sin\theta\,u,\qquad v_0^\dagger u=0,\quad u^\dagger u=1,
$$

and $\sin^2\theta=\sum_{k>0}|c_k|^2$ is the weight of the wrong states. In the eigenvector basis the residual has components $(E_k-\rho)c_k$. Dropping the term $k=0$ and using $E_k-\rho\ge g$ for the others,

$$
|r|^2=\sum_k(E_k-\rho)^2|c_k|^2\ge g^2\sin^2\theta,
\qquad\text{so}\qquad
\sin\theta\le\frac{|r|}{g}.
$$

The energy gains an extra power because it is stationary at $v_0$. As $H$ does not couple $v_0$ to $u$,

$$
\rho-E_0=\sin^2\theta\;u^\dagger(H-E_0)u .
$$

### Properties inherit the vector error

Let $A$ be a Hermitian operator, such as a dipole component, and let $\Delta A=c^\dagger Ac-v_0^\dagger Av_0$. Inserting the decomposition of $c$ and using $\cos^2\theta-1=-\sin^2\theta$ gives

$$
\Delta A=2\sin\theta\cos\theta\,\mathrm{Re}(v_0^\dagger Au)
+\sin^2\theta\,(u^\dagger Au-v_0^\dagger Av_0).
$$

The first term is linear in $\theta$. It vanishes if $A$ does not couple $v_0$ to the error vector, for example by symmetry; the property error is then quadratic. The choice $A=H$ is such a case.

A bound that needs no knowledge of $u$ follows from the difference of two projectors, $D=cc^\dagger-v_0v_0^\dagger$, because $\Delta A=\mathrm{Tr}(DA)$. The matrix $D$ acts only in the plane of $c$ and $v_0$, so it has at most two nonzero eigenvalues. Their sum is $\mathrm{Tr}\,D=1-1=0$. The sum of their squares is

$$
\mathrm{Tr}\,D^2=1+1-2|v_0^\dagger c|^2=2-2\cos^2\theta=2\sin^2\theta .
$$

The eigenvalues are therefore $\pm\sin\theta$. With the corresponding unit eigenvectors $a$ and $b$,

$$
\Delta A=\sin\theta\,(a^\dagger Aa-b^\dagger Ab),
\qquad
|\Delta A|\le w\sin\theta\le\frac{w|r|}{g},
$$

where $w$ is the largest minus the smallest eigenvalue of $A$.

The width $w$ can be far larger than the fluctuation of $A$ in the ground state. Let $\bar A=v_0^\dagger Av_0$ and $\sigma^2=v_0^\dagger(A-\bar A)^2v_0$. Since $u$ is orthogonal to $v_0$, subtracting $\bar A$ does not change the coupling, and the Cauchy–Schwarz inequality gives $|v_0^\dagger Au|=|v_0^\dagger(A-\bar A)u|\le\sigma$. Hence

$$
|\Delta A|\le2\sigma\sin\theta\cos\theta+w\sin^2\theta .
$$

Near convergence the first term dominates if $\sigma\ne0$, and $2\sigma$ takes the place of $w$.

### The density

Let $n(\mathbf r)$ be the density of $c$, $n_0(\mathbf r)$ that of $v_0$, and $\Delta n=n-n_0$. A single number for the error is $\int|\Delta n|\,d^3r$, measured in electrons. Define $s(\mathbf r)=+1$ where $\Delta n\ge0$ and $-1$ elsewhere. Then

$$
\int|\Delta n|\,d^3r=\int s\,\Delta n\,d^3r ,
$$

which is the error of the property $\sum_{i=1}^N s(\mathbf r_i)$. For $N$ electrons this sum lies between $-N$ and $N$, so its width is at most $2N$. The property bound gives

$$
\int|\Delta n|\,d^3r\le2N\sin\theta\le\frac{2N|r|}{g}.
$$

### Thresholds

Let $\varepsilon_E$, $\varepsilon_A$ and $\varepsilon_n$ be the largest accepted errors of the energy, of the property and of the integrated density. Setting each bound equal to its target and solving for the residual gives sufficient conditions:

$$
|r|\le\sqrt{g\,\varepsilon_E},\qquad
|r|\le\frac{g\,\varepsilon_A}{w},\qquad
|r|\le\frac{g\,\varepsilon_n}{2N}.
$$

If several quantities are wanted, the smallest threshold applies. Tightening a target a hundredfold lowers the energy threshold by 10 and the other two by 100.

The energy error can also be turned into a density guarantee. Every wrong component costs at least the first excitation energy, so $\rho-E_0\ge(E_1-E_0)\sin^2\theta$. The density target is therefore guaranteed if

$$
\rho-E_0\le(E_1-E_0)\left(\frac{\varepsilon_n}{2N}\right)^2 .
$$

The square makes this a severe demand on the energy.

### Numbers for lithium hydride

Take LiH at a chosen distance of 1.60 angstrom, with full CI in the minimal STO-3G basis: four electrons in six orbitals, or 225 determinants with zero spin projection. The Hamiltonian conserves spin, and the Hartree–Fock starting determinant is unchanged when up and down spins are exchanged. The calculation is therefore restricted to the 120-dimensional sector of even total spin. Complete diagonalization there supplies $v_0$ and the gap $E_1-E_0=3.6167$ eV. The lowest triplet lies lower, 3.15 eV above $v_0$, but outside this sector. The digits belong to this matrix, not to the molecule: the same gap is 3.28 eV in the 6-31G basis and 3.47 eV in cc-pVDZ.

Let the targets be $10^{-6}$ eV for the energy, $10^{-4}$ electrons for the density and $10^{-4}$ e angstrom for the electronic dipole along the bond. Near convergence $g$ may be replaced by $E_1-E_0$. The energy then requires

$$
|r|\le\sqrt{3.6167\times10^{-6}}\ \text{eV}
=1.90\times10^{-3}\ \text{eV}
=6.99\times10^{-5}\ \text{hartree},
$$

and the density, with $2N=8$, requires

$$
|r|\le\frac{3.6167\times10^{-4}}{8}\ \text{eV}
=4.52\times10^{-5}\ \text{eV}
=1.66\times10^{-6}\ \text{hartree}.
$$

The density threshold is 42 times smaller. If the energy error alone were to guarantee the density, it would have to be below $3.6167\,(10^{-4}/8)^2=5.65\times10^{-10}$ eV.

Diagonalizing the dipole operator in the CI space gives $w=6.88$ e angstrom, while its standard deviation in the ground state is $\sigma=0.609$ e angstrom. The width leads to $|r|\le5.26\times10^{-5}$ eV. Replacing $w$ by $2\sigma$ relaxes this to $2.97\times10^{-4}$ eV. At that residual $\sin\theta$ is at most $8.2\times10^{-5}$, so the neglected term $w\sin^2\theta$ is below $5\times10^{-8}$ e angstrom, far less than the target. Both numbers depend on the basis. The width reflects how far the orbitals reach and keeps growing as diffuse functions are added (13.6, 15.9 and 31.3 e angstrom in 6-31G, cc-pVDZ and aug-cc-pVTZ), whereas $\sigma$ is about 0.9 e angstrom in both 6-31G and cc-pVDZ.

The powers themselves show up when the direction of the error is held fixed. One excited state was mixed into $v_0$ with amplitude $10^{-3}$ and then $10^{-4}$, and the errors were compared. For a state coupled to $v_0$ by the dipole operator, the residual, energy error and dipole error fell with powers 1.000, 2.000 and 1.001 of the amplitude. For an uncoupled state the powers were 1.000, 2.000 and 2.000: the linear dipole error had disappeared.

### What happens during the iterations

A Davidson solver enlarges a small subspace by a preconditioned residual and diagonalizes $H$ inside it. Starting from the Hartree–Fock determinant, with the diagonal of $H$ in the spin-symmetrized basis as preconditioner, it gave the following errors relative to complete diagonalization. The entries depend on that choice: with the plain determinant diagonal the density error at step 6 is 6.0e-6 instead of 1.6e-5, while the steps at which the thresholds are met stay the same. The density error was integrated on a numerical grid.

| Step | $\lvert r\rvert$ (eV) | Energy error (eV) | Density error (electrons) |
|---|---|---|---|
| 1 | 3.8 | 0.56 | 7.8e-2 |
| 2 | 3.8e-1 | 1.7e-2 | 5.1e-2 |
| 4 | 5.9e-2 | 1.1e-4 | 3.6e-3 |
| 5 | 8.1e-3 | 1.8e-6 | 3.4e-4 |
| 6 | 1.0e-3 | 1.4e-8 | 1.6e-5 |
| 7 | 7.9e-5 | 5.6e-11 | 1.2e-6 |
| 8 | 3.9e-6 | at rounding level | 1.0e-7 |

At step 1 the density bound is about 10 electrons. Two densities of four electrons each cannot differ by more than 8 in this measure, so the bound carries no information yet.

The energy threshold is met at step 6, the density threshold and the dipole threshold based on $w$ at step 8. The actual density error is already below its target at step 6, but the bound there is only $2.2\times10^{-3}$ electrons. The last two steps buy the guarantee; in this run they were not needed to reach the target. A threshold derived from a bound is sufficient, not necessary.

The table does not follow one power law from row to row. Between steps 4 and 6 the residual falls by a factor of about 58 and the density error by about 230. The linear law holds for a fixed direction $u$, whereas the solver changes $u$ at each step.

### Why the energy bound is generous

The slack in the energy bound can be traced. Let $\omega=H-E_0$, and let $\langle\cdot\rangle_u$ be the mean in the error vector $u$. Then $\rho-E_0=\sin^2\theta\,\langle\omega\rangle_u$. The squared residual norm is the variance of $H$ in $c$, which is unchanged by the shift $E_0$:

$$
|r|^2=\sin^2\theta\,\langle\omega^2\rangle_u-(\rho-E_0)^2 .
$$

The last term is of order $\sin^4\theta$. To leading order, therefore,

$$
\rho-E_0\simeq\frac{|r|^2}{\Omega},\qquad
\Omega=\frac{\langle\omega^2\rangle_u}{\langle\omega\rangle_u}\ge E_1-E_0 .
$$

Here $\Omega$ is a mean excitation energy of the error, weighted towards high levels. The bound replaces it by the smallest value it could have. The table gives $\Omega\approx(0.381)^2/0.0166\approx8.7$ eV at step 2 (with one more digit kept) and $(1.0\times10^{-3})^2/(1.4\times10^{-8})\approx70$ eV at step 6. The remaining error has moved to higher states, and at step 6 the bound exceeds the true energy error by a factor of $70/3.6\approx20$.

### Small gaps, large systems and excited roots

For fixed targets the energy threshold scales as $\sqrt g$ and the property thresholds as $g$. If the gap were a hundred times smaller, the energy threshold above would fall to $1.9\times10^{-4}$ eV and the density threshold to $4.5\times10^{-7}$ eV. Near a degeneracy a good energy may thus accompany a poor density: mixing two close levels costs little energy but can move charge. At exact degeneracy, $E_1=E_0$, there is no unique $v_0$. The condition $g>0$ cannot then be met, because $\rho\ge E_0=E_1$, and none of the bounds above applies in this form.

The number of electrons enters through the choice of target. At fixed gap and fixed total density error, the density threshold falls as $1/N$. If the accepted error per electron is fixed instead, $\varepsilon_n\propto N$ and the threshold does not depend on $N$. These are scalings of the sufficient bound, which can be pessimistic for large systems: for $M$ non-interacting copies, each carrying the same error, the variances add, so $|r|$ grows only as $\sqrt M$ while the total density error grows as $M$. A fixed energy error per electron makes $\varepsilon_E\propto N$, and the energy threshold grows as $\sqrt N$ as long as $\varepsilon_E$ stays small compared with $E_1-E_0$. Beyond that, the energy error itself noticeably reduces $g=E_1-\rho$.

For an excited root $E_k$, separated from its neighbours, the first argument can be used on both sides. No level lies between $E_k$ and $E_{k+1}$, or between $E_{k-1}$ and $E_k$. If $E_{k-1}<\rho<E_{k+1}$, the same algebra yields

$$
-\frac{|r|^2}{\rho-E_{k-1}}\le\rho-E_k\le\frac{|r|^2}{E_{k+1}-\rho}.
$$

The energy may now err in either direction. The vector bound keeps its form if $g$ is the distance from $\rho$ to the nearest other level, and the density bound follows as before.

### Using an estimated gap

In a large calculation $E_1$ is unknown. The solver offers the second eigenvalue $\vartheta_1$ of its subspace matrix, but this cannot lie below $E_1$. The two lowest subspace eigenvectors span a plane, and that plane contains a vector orthogonal to $v_0$. The mean energy of this vector is at least $E_1$, because it has no ground-state component, and at most $\vartheta_1$, because it lies in the plane. Hence $\vartheta_1\ge E_1$, and the estimated gap $\vartheta_1-\rho$ is never smaller than $g=E_1-\rho$.

That is the unsafe direction. In the two-level case, where the energy bound is an equality, any overestimate of $g$ makes the bound false. For LiH the estimated gap was 3.687 eV at step 6, about 2% above the true 3.617 eV. The overestimate can be much larger if the subspace has not yet found a low state.

Halving the estimated gap lowers the energy threshold by $\sqrt2$ and the property thresholds by 2. It protects against an overestimate of up to a factor of two, but a missed low level can cause a larger one. A guarantee needs a lower bound on $E_1$; with $\vartheta_1$ alone, the thresholds are estimates.
